# Why second variation underestimates 6p splittings, and the p1/2 local orbital: test program

```python
# Result under test (Hartree atomic units, point nucleus, spherical potential V = W/r):
# the Dirac large component g of a p level obeys (H_SR + lam*xi) g = E g, with
# K = c^2/(2c^2+eps-V), xi = 2K'/r, lam = <L.S> = -1 (p1/2), +1/2 (p3/2), exact at eps = E.
# Near the nucleus g ~ r^(gamma-1), gamma^2 = 3 + 2 lam - (Z/c)^2 (lam = 0: scalar relativistic, SR).
# Second variation = Ritz problem with radial space span{u, udot, extras} inside a sphere R and
# full freedom outside. SR-only spaces put p1/2 too high; one kappa=1 local orbital (LO) cures it.
# Basis A = {u, udot}; basis C = A + SR core p functions. u: SR solution at the SR level eps.
# Roads: RK4 shooting of the two-component equations versus a finite-difference matrix in x = ln r.
import numpy as np
from scipy.constants import fine_structure, physical_constants
from scipy.interpolate import CubicSpline
from scipy.integrate import cumulative_trapezoid as cumtrap
from scipy.linalg import eigvalsh_tridiagonal, solve_banded, eigvalsh
from scipy.optimize import brentq
from pyscf.dft import libxc

c = 1 / fine_structure
EV = physical_constants['Hartree energy in eV'][0]
h, iR, N, R = 0.005, 2940, 3400, 2.5
x = np.log(R) + h * (np.arange(N + 1) - iR)
r = np.exp(x)
KAPPA = {-1.0: 1, 0.5: -2}

def gamma(Z, l, lam):
    return np.sqrt(l * (l + 1) + 1 + 2 * lam - (Z / c) ** 2)

def build(xg, W, Z, l, lam, eps):
    # symmetric tridiagonal matrix acting on y = sqrt(S) g; g = 0 at the last node
    hh = xg[1] - xg[0]; xi_ = xg[:-1]; rr = np.exp(xi_); xm = xi_ + hh / 2; rm = np.exp(xm)
    w = W(xi_)
    K = c * c * rr / (rr * (2 * c * c + eps) - w)
    a = c * c * rm * rm / (rm * (2 * c * c + eps) - W(xm)) / hh
    xi = 2 * K * K * (W(xi_, 1) - w) / (c * c * rr ** 3)
    S = hh * rr ** 3; S[0] /= 2
    D = a.copy(); D[1:] += a[:-1]
    D[0] += K[0] * rr[0] * (gamma(Z, l, lam) - 1)
    d = D / S + K * l * (l + 1) / rr ** 2 + w / rr + lam * xi
    return d, -a[:-1] / np.sqrt(S[:-1] * S[1:]), np.sqrt(S), xi

def solve(d, e, E, b):
    ab = np.zeros((3, len(d))); ab[0, 1:] = e; ab[1] = d - E; ab[2, :-1] = e
    return solve_banded((1, 1), ab, b, check_finite=False)

def levels(d, e, i0, i1, tol=1e-11):
    return eigvalsh_tridiagonal(d, e, select='i', select_range=(i0, i1), tol=tol, lapack_driver='stebz')

def vector(d, e, E):
    y = np.random.default_rng(1).random(len(d))
    for _ in range(3):
        y = solve(d, e, E + 1e-9 * max(1, abs(E)), y); y /= np.linalg.norm(y)
    return y

def mult(d, e, y):
    t = (d * y.T).T.copy(); t[:-1] += (e * y[1:].T).T; t[1:] += (e * y[:-1].T).T
    return t

def shoot(xg, W, E, kappa, start):
    # RK4 for P = r g and Q; kappa = None is the SR l = 1 pair
    hh = xg[1] - xg[0]
    def A(xx):
        rr = np.exp(xx); w = W(np.maximum(xx, x[0]))
        m = (rr * (2 * c * c + E) - w) / c; n = (rr * E - w) / c
        M = np.empty((len(xx), 2, 2)); M[:, 0, 1] = m
        if kappa is None:
            M[:, 0, 0] = 1; M[:, 1, 1] = -1; M[:, 1, 0] = 2 / m - n
        else:
            M[:, 0, 0] = -kappa; M[:, 1, 1] = kappa; M[:, 1, 0] = -n
        return M
    I = np.eye(2); Am = A(xg[:-1] + hh / 2); k1 = A(xg[:-1])
    k2 = Am @ (I + hh / 2 * k1); k3 = Am @ (I + hh / 2 * k2); k4 = A(xg[1:]) @ (I + hh * k3)
    T = (I + hh / 6 * (k1 + 2 * k2 + 2 * k3 + k4)).reshape(-1, 4).tolist()
    p, q = start; P = [p]; Q = [q]
    for t0, t1, t2, t3 in T:
        p, q = t0 * p + t1 * q, t2 * p + t3 * q
        P.append(p); Q.append(q)
    return np.array(P), np.array(Q)

def dirac(xg, W, Z, lam, guess, width):
    k = KAPPA[lam]; st = (1.0, (np.sqrt(k * k - (Z / c) ** 2) + k) * c / Z)
    E = brentq(lambda t: shoot(xg, W, t, k, st)[0][-1], guess - width, guess + width, xtol=1e-14)
    return (E,) + shoot(xg, W, E, k, st)

def richardson(W, Z, lam, eps, idx):
    f = [levels(*build(x[::s], W, Z, 1, lam, eps)[:2], idx, idx)[0] for s in (1, 2)]
    return (4 * f[0] - f[1]) / 3

def scf(Z, occ):
    w = -np.maximum(Z / (1 + 0.53625 * r * Z ** (1 / 3) / 0.8853) ** 2, 1.0)
    ws, rs, mask = [], [], r < 15
    for it in range(80):
        W = CubicSpline(x, w); dens = np.zeros(N + 1)
        for l, f in occ.items():
            d, e, s, _ = build(x, W, Z, l, 0.0, 0.0)
            for fk, E in zip(f, levels(d, e, 0, len(f) - 1, 1e-9)):
                dens[:-1] += fk * (vector(d, e, E) / s) ** 2
        q = dens * r ** 3; outer = cumtrap(q / r, x, initial=0)
        vxc = np.ravel(libxc.eval_xc('LDA_X,LDA_C_PW', dens / (4 * np.pi), spin=0, deriv=1)[1][0])
        res = -Z + cumtrap(q, x, initial=0) + r * (outer[-1] - outer) + r * vxc - w
        if np.abs(res[mask]).max() < 1e-6:
            return W
        ws = (ws + [w])[-6:]; rs = (rs + [res])[-6:]
        w = w + 0.3 * res
        if len(ws) > 1:
            dW = np.diff(ws, axis=0); dR = np.diff(rs, axis=0)
            co = np.linalg.lstsq(dR[:, mask].T, res[mask], rcond=1e-10)[0]
            w = w - (dW + 0.3 * dR).T @ co
    raise AssertionError('SCF not converged')

def sphere(d, e, E):
    b = np.zeros(iR); b[-1] = -e[iR - 1]
    return np.append(solve(d[:iR], e[:iR - 1], E, b), 1.0)

def ortho(cols):
    B = np.array(cols).T
    return np.linalg.qr(B / np.linalg.norm(B, axis=0))[0]

def ritz(d, e, cols):
    Q = ortho(cols); m = Q.shape[1]; no = N - iR - 1
    M = np.zeros((m + no, m + no)); A = Q.T @ mult(d[:iR + 1], e[:iR], Q)
    M[:m, :m] = (A + A.T) / 2
    M[:m, m] = M[m, :m] = e[iR] * Q[iR]
    M[m:, m:] = np.diag(d[iR + 1:]) + np.diag(e[iR + 1:], 1) + np.diag(e[iR + 1:], -1)
    return eigvalsh(M)

print(f"c = {c:.6f} a.u.; 1 Ha = {EV:.6f} eV; R = {R} bohr; box = {r[-1]:.2f} bohr")
print(f"grid step in ln r = {h}; r_min = {r[0]:.3e} bohr; control SR LO at eps + 1 Ha")
Zh = 82; Wh = CubicSpline(x, np.full(N + 1, -float(Zh)))
for lam, k in KAPPA.items():
    ex = c * c * ((1 + (Zh / c / (2 - abs(k) + np.sqrt(k * k - (Zh / c) ** 2))) ** 2) ** -0.5 - 1)
    Es = dirac(x[r < 0.6], Wh, Zh, lam, ex + 0.3, 1.0)[0]; Em = richardson(Wh, Zh, lam, ex, 0)
    assert abs(Es / ex - 1) < 1e-7 and abs(Em / ex - 1) < 1e-6
    print(f"Coulomb Z=82 2p kappa={k}: Sommerfeld {ex:.4f}, shooting {Es:.4f}, matrix {Em:.4f} Ha")

heavy = lambda n: {0: [2] * 6, 1: [6] * 4 + [n], 2: [10] * 3, 3: [14]}
atoms = [('Pb', 82, heavy(2)), ('Bi', 83, heavy(3)), ('Se', 34, {0: [2] * 4, 1: [6, 6, 4], 2: [10]})]
deficit = {}
for name, Z, occ in atoms:
    W = scf(Z, occ); nc = len(occ[1]) - 1; eps = 0.0
    for _ in range(3):
        eps = levels(*build(x, W, Z, 1, 0.0, eps)[:2], nc, nc)[0]
    d0, e0, s, xi = build(x, W, Z, 1, 0.0, eps)
    En = levels(d0, e0, 0, nc); U = [vector(d0, e0, E) for E in En]
    u = U[nc] = U[nc] * np.sign(U[nc][iR])
    zeta = u @ (xi * u); rhalf = r[np.searchsorted(np.cumsum(xi * u * u), zeta / 2)]
    xs = np.linspace(np.log(1e-12), np.log(1e-7), 1201); meas = []
    for lam, k in ((-1.0, 1), (0.0, None), (0.5, -2)):
        P = shoot(xs, W, eps, k, (1.0, 0.0))[0]
        meas.append(np.log(P[-1] / P[-2]) / (xs[1] - xs[0]))
        assert abs(meas[-1] - gamma(Z, 1, lam)) < 1e-3
    H = {lam: build(x, W, Z, 1, lam, eps)[:2] for lam in KAPPA}
    us = sphere(d0, e0, eps); ud = np.append(solve(d0[:iR], e0[:iR - 1], eps, us[:-1]), 0.0)
    lo_sr = sphere(d0, e0, eps + 1.0); lo_p = sphere(*H[-1.0], eps)
    Ed = eigvalsh_tridiagonal(d0[:iR], e0[:iR - 1], select='v', select_range=(-1e4, 1e3),
                              tol=1e-10, lapack_driver='stebz')
    assert np.sum(Ed < eps) == nc
    Dv = [np.append(vector(d0[:iR], e0[:iR - 1], E), 0.0) for E in Ed]
    full, ED, zj, err, small, G = {}, {}, {}, {}, {}, {}
    for lam in KAPPA:
        d, e = H[lam]; full[lam] = levels(d, e, nc, nc)[0]
        ED[lam], P, Q = dirac(x, W, Z, lam, full[lam], 0.005)
        small[lam] = np.sum(Q * Q * r) / np.sum(P * P * r)
        Ep, Em = (levels(*build(x, W, Z, 1, lam, ED[lam] + t)[:2], nc, nc)[0] for t in (1, -1))
        assert abs((Ep - Em) / 2 / (-small[lam]) - 1) < 2e-3
        assert abs(richardson(W, Z, lam, eps, nc) + (eps - ED[lam]) * small[lam] - ED[lam]) < 5e-6
        g = s * P[:-1] / r[:-1]; g *= np.sign(g[iR]) / np.linalg.norm(g)
        Eg = g @ mult(d, e, g); G[lam] = (g, Eg)
        for E, v in zip(En, U):
            assert abs((Eg - E) * (v @ g) / (lam * (v @ (xi * g))) - 1) < 1e-2
        zj[lam] = u @ (xi * g) / (u @ g)
        for key, extra in (('', []), ('+SR', [lo_sr]), ('+p', [lo_p])):
            ev = ritz(d, e, [us, ud] + extra)
            err['A' + key, lam] = ev[np.argmin(abs(ev - eps - lam * zeta))] - full[lam]
            err['C' + key, lam] = ritz(d, e, [us] + Dv[:nc] + [ud] + extra)[nc] - full[lam]
            assert err['C' + key, lam] > -1e-9
        assert err['C', lam] > err['A', lam]
    assert zj[-1.0] > zeta > zj[0.5]
    assert err['C', -1.0] > 2 * err['C', 0.5]
    d, e = H[-1.0]; g, Eg = G[-1.0]; proj = {}
    for key, cols in (('C', Dv[:nc] + [ud]), ('A', [ud])):
        Q0 = ortho(cols); rem = g[:iR + 1] - g[iR] * us
        chi = np.zeros(N); chi[:iR + 1] = rem - Q0 @ (Q0.T @ rem); phi = g - chi
        echi = chi @ mult(d - Eg, e, chi); ephi = phi @ mult(d - Eg, e, phi)
        proj[key] = (chi @ chi, echi)
        assert abs(ephi - echi) < 0.03 * abs(proj['C'][1])
    assert proj['C'][1] > 0
    win = []
    for cut in (10, 100, 1000):
        n = int(np.sum(Ed < cut))
        win.append((n - nc, ritz(d, e, [us] + Dv[:n] + [ud])[nc] - full[-1.0]))
    assert err['C', -1.0] > win[0][1] > win[1][1] > win[2][1] > -1e-9
    dfull = full[0.5] - full[-1.0]; dD = ED[0.5] - ED[-1.0]
    assert abs(dfull - dD) < 1e-4
    sp = {k: dfull + err[k, 0.5] - err[k, -1.0] for k in ('A', 'A+p', 'C', 'C+p')}
    deficit[name] = 1 - sp['A'] / dfull
    if Z > 80:
        assert deficit[name] > 0.03 and 1.5 * zeta < dfull and sp['C'] < sp['A']
        assert err['C+SR', -1.0] > 10 * err['C+p', -1.0] and win[1][1] > 5 * err['C+p', -1.0]
        assert win[1][1] > 0.02 * dfull
        assert abs(err['A+p', -1.0]) < err['A', -1.0] / 5
        assert err['C+p', 0.5] < err['C', 0.5] / 2
        assert abs(sp['C+p'] - dfull) < (dfull - sp['C']) / 3
        assert abs(sp['A+p'] - dfull) < (dfull - sp['A']) / 2
    m = lambda k: f"{1e3 * err[k, -1.0]:.3f}/{1e3 * err[k, 0.5]:.3f}"
    rat = [abs(g[i] / u[i]) for i in np.searchsorted(r, [1e-4, 1e-3, 1e-2, 1e-1])]
    print(f"== {name} Z={Z}: Z/c = {Z / c:.4f}, r_c = {Z / 2 / c ** 2:.3e} bohr, 1/Z = {1 / Z:.4f} bohr")
    print("gamma 1/2,SR,3/2: formula " + " ".join(f"{gamma(Z, 1, t):.4f}" for t in (-1, 0, .5))
          + "; measured " + " ".join(f"{t:.4f}" for t in meas))
    print(f"eps = {1e3 * eps:.2f} mHa; zeta = {1e3 * zeta:.3f} mHa; half of zeta inside {rhalf:.4f} bohr")
    print(f"Dirac E1/2, E3/2 = {1e3 * ED[-1.0]:.2f}, {1e3 * ED[0.5]:.2f} mHa; Nf/Ng(1/2) = {small[-1.0]:.2e}")
    print("|g1/2/u| at r = 1e-4,1e-3,1e-2,1e-1 bohr: " + " ".join(f"{t:.3f}" for t in rat))
    print("|<u_n|g1/2>|, n = 2p upward: " + " ".join(f"{abs(v @ g):.4f}" for v in U))
    print(f"zeta_1/2 = {1e3 * zj[-1.0]:.3f} mHa; zeta_3/2 = {1e3 * zj[0.5]:.3f} mHa")
    for k in ('A', 'C'):
        print(f"chi({k}): weight {proj[k][0]:.3e}, energy {1e3 * proj[k][1]:.3f} mHa, "
              f"mean {proj[k][1] / proj[k][0]:.2f} Ha")
    print(f"error 1/2 / 3/2 (mHa): A {m('A')}; A+SR LO {m('A+SR')}; A+p1/2 LO {m('A+p')}")
    print(f"error 1/2 / 3/2 (mHa): C {m('C')}; C+SR LO {m('C+SR')}; C+p1/2 LO {m('C+p')}")
    print("C + SR LOs to 10,100,1000 Ha (count: error 1/2): "
          + ", ".join(f"{n}: {1e3 * t:.3f}" for n, t in win) + " mHa")
    print(f"splitting (mHa): shooting {1e3 * dD:.2f}, matrix {1e3 * dfull:.2f}, 1.5 zeta {1.5e3 * zeta:.2f}")
    print("splitting (mHa): " + ", ".join(f"{k} {1e3 * v:.2f}" for k, v in sp.items()))
    print(f"splitting (eV): Dirac {dD * EV:.3f}, A {sp['A'] * EV:.3f}, A+p1/2 LO {sp['A+p'] * EV:.3f}")
    print(f"deficit (%): A {100 * deficit[name]:.2f}, C {100 * (1 - sp['C'] / dfull):.2f}, "
          f"A+p {100 * (1 - sp['A+p'] / dfull):.2f}, C+p {100 * (1 - sp['C+p'] / dfull):.2f}")
assert abs(deficit['Se']) < deficit['Pb'] / 2.5
print("PASS")
```

Printed output:

```
c = 137.035999 a.u.; 1 Ha = 27.211386 eV; R = 2.5 bohr; box = 24.94 bohr
grid step in ln r = 0.005; r_min = 1.032e-06 bohr; control SR LO at eps + 1 Ha
Coulomb Z=82 2p kappa=1: Sommerfeld -957.6812, shooting -957.6812, matrix -957.6812 Ha
Coulomb Z=82 2p kappa=-2: Sommerfeld -860.2016, shooting -860.2016, matrix -860.2016 Ha
== Pb Z=82: Z/c = 0.5984, r_c = 2.183e-03 bohr, 1/Z = 0.0122 bohr
gamma 1/2,SR,3/2: formula 0.8012 1.6254 1.9084; measured 0.8012 1.6254 1.9084
eps = -136.07 mHa; zeta = 29.892 mHa; half of zeta inside 0.0168 bohr
Dirac E1/2, E3/2 = -178.36, -122.80 mHa; Nf/Ng(1/2) = 5.71e-05
|g1/2/u| at r = 1e-4,1e-3,1e-2,1e-1 bohr: 24.777 4.408 1.510 1.284
|<u_n|g1/2>|, n = 2p upward: 0.0030 0.0066 0.0162 0.0554 0.9877
zeta_1/2 = 42.317 mHa; zeta_3/2 = 26.498 mHa
chi(A): weight 4.338e-03, energy 7.684 mHa, mean 1.77 Ha
chi(C): weight 1.150e-03, energy 15.375 mHa, mean 13.37 Ha
error 1/2 / 3/2 (mHa): A 7.014/0.505; A+SR LO 1.983/-0.152; A+p1/2 LO -0.007/0.020
error 1/2 / 3/2 (mHa): C 18.673/3.797; C+SR LO 17.634/3.284; C+p1/2 LO 0.001/0.231
C + SR LOs to 10,100,1000 Ha (count: error 1/2): 2: 16.697, 9: 13.470, 32: 9.472 mHa
splitting (mHa): shooting 55.56, matrix 55.57, 1.5 zeta 44.84
splitting (mHa): A 49.06, A+p 55.60, C 40.69, C+p 55.80
splitting (eV): Dirac 1.512, A 1.335, A+p1/2 LO 1.513
deficit (%): A 11.71, C 26.77, A+p -0.05, C+p -0.41
== Bi Z=83: Z/c = 0.6057, r_c = 2.210e-03 bohr, 1/Z = 0.0120 bohr
gamma 1/2,SR,3/2: formula 0.7957 1.6227 1.9061; measured 0.7957 1.6227 1.9061
eps = -175.14 mHa; zeta = 39.121 mHa; half of zeta inside 0.0165 bohr
Dirac E1/2, E3/2 = -230.55, -157.77 mHa; Nf/Ng(1/2) = 7.14e-05
|g1/2/u| at r = 1e-4,1e-3,1e-2,1e-1 bohr: 25.254 4.455 1.507 1.264
|<u_n|g1/2>|, n = 2p upward: 0.0035 0.0075 0.0181 0.0601 0.9871
zeta_1/2 = 55.439 mHa; zeta_3/2 = 34.692 mHa
chi(A): weight 5.436e-03, energy 10.584 mHa, mean 1.95 Ha
chi(C): weight 1.586e-03, energy 19.962 mHa, mean 12.59 Ha
error 1/2 / 3/2 (mHa): A 9.823/0.746; A+SR LO 4.666/0.020; A+p1/2 LO -0.012/0.041
error 1/2 / 3/2 (mHa): C 24.905/5.177; C+SR LO 23.528/4.464; C+p1/2 LO 0.001/0.321
C + SR LOs to 10,100,1000 Ha (count: error 1/2): 2: 22.305, 9: 18.035, 32: 12.738 mHa
splitting (mHa): shooting 72.78, matrix 72.79, 1.5 zeta 58.68
splitting (mHa): A 63.71, A+p 72.84, C 53.06, C+p 73.11
splitting (eV): Dirac 1.980, A 1.734, A+p1/2 LO 1.982
deficit (%): A 12.47, C 27.10, A+p -0.07, C+p -0.44
== Se Z=34: Z/c = 0.2481, r_c = 9.053e-04 bohr, 1/Z = 0.0294 bohr
gamma 1/2,SR,3/2: formula 0.9687 1.7142 1.9846; measured 0.9688 1.7142 1.9845
eps = -244.52 mHa; zeta = 9.230 mHa; half of zeta inside 0.0456 bohr
Dirac E1/2, E3/2 = -254.22, -240.00 mHa; Nf/Ng(1/2) = 6.24e-05
|g1/2/u| at r = 1e-4,1e-3,1e-2,1e-1 bohr: 7.607 1.959 1.136 1.011
|<u_n|g1/2>|, n = 2p upward: 0.0019 0.0070 0.9998
zeta_1/2 = 9.714 mHa; zeta_3/2 = 9.017 mHa
chi(A): weight 1.002e-04, energy 0.323 mHa, mean 3.22 Ha
chi(C): weight 4.711e-05, energy 0.725 mHa, mean 15.38 Ha
error 1/2 / 3/2 (mHa): A 0.321/0.066; A+SR LO 0.226/0.043; A+p1/2 LO -0.000/0.001
error 1/2 / 3/2 (mHa): C 0.723/0.167; C+SR LO 0.638/0.145; C+p1/2 LO 0.000/0.002
C + SR LOs to 10,100,1000 Ha (count: error 1/2): 2: 0.576, 9: 0.376, 33: 0.195 mHa
splitting (mHa): shooting 14.22, matrix 14.22, 1.5 zeta 13.85
splitting (mHa): A 13.97, A+p 14.22, C 13.67, C+p 14.23
splitting (eV): Dirac 0.387, A 0.380, A+p1/2 LO 0.387
deficit (%): A 1.79, C 3.90, A+p -0.01, C+p -0.01
PASS
```
